\section*{Yau's charge-sharing model of threshold reduction in short MOSFETs}

\section{The long channel}

\textbf{Q.} You say that shortening a transistor lowers its threshold voltage. The usual threshold expression contains no length at all. Where could one enter?

\textbf{A.} Through the depletion charge, so let us first see how that charge enters for a long channel. Take an n-channel device with uniform acceptor density $N_a$, source and body grounded, and a drain bias small enough to ignore. Let $y$ run down into the silicon from the oxide, $\psi$ be the potential relative to the neutral body, and $\varepsilon$ the permittivity of silicon. In the depletion approximation the holes are absent down to a sharp edge $y=W_d$, and the inversion electrons are left out. Poisson's equation and its edge conditions are
\begin{equation}
\frac{d^2\psi}{dy^2}=\frac{qN_a}{\varepsilon},\qquad \psi(W_d)=0,\quad \psi'(W_d)=0 .
\end{equation}
Two integrations upward from the edge give
\begin{equation}
\psi'(y)=-\frac{qN_a}{\varepsilon}(W_d-y),\qquad \psi(y)=\frac{qN_a}{2\varepsilon}(W_d-y)^2 .
\end{equation}
Threshold is taken as $\psi(0)=2\phi_F$, with $\phi_F=(kT/q)\ln(N_a/n_i)$ and $n_i$ the intrinsic density. The surface electron density, $(n_i^2/N_a)\,e^{q\psi(0)/kT}$, then equals $N_a$. Hence
\begin{equation}
W_d=\sqrt{\frac{2\varepsilon\,(2\phi_F)}{qN_a}} .
\label{wd}
\end{equation}
The gate must carry a positive charge per area equal in size to the acceptor charge $qN_aW_d$. Across an oxide of capacitance $C_{ox}$ per area this needs a voltage $qN_aW_d/C_{ox}$. With the flat-band voltage $V_{FB}$,
\begin{equation}
V_T(\infty)=V_{FB}+2\phi_F+\frac{qN_aW_d}{C_{ox}} .
\label{long}
\end{equation}
If some acceptors under the gate are balanced by charge on the source and drain instead, the last term shrinks. That is where the length enters.

\textbf{Q.} Give me numbers, and tell me what the sharp edge costs.

\textbf{A.} Take $N_a=5\times10^{16}\ \mathrm{cm^{-3}}$, a 20 nm oxide, 300 K and $n_i=10^{10}\ \mathrm{cm^{-3}}$. Then $2\phi_F=0.7975$ V and $W_d=143.6$ nm. The depletion charge is $0.1151\ \mathrm{\mu C/cm^2}$ and $C_{ox}=0.1727\ \mathrm{\mu F/cm^2}$, so the last term of (\ref{long}) is $0.1151/0.1727=0.666$ V and $V_T(\infty)-V_{FB}=1.464$ V.

With Boltzmann holes, the right side of Poisson's equation becomes $(qN_a/\varepsilon)(1-e^{-\psi/v_t})$, where $v_t=kT/q$. Multiply by $\psi'$ and integrate from the neutral body:
\begin{equation}
\tfrac12\psi'^2=\frac{qN_a}{\varepsilon}\left[\psi-v_t\left(1-e^{-\psi/v_t}\right)\right].
\end{equation}
At the surface the exponential is negligible, so the field is smaller by the factor $\sqrt{1-v_t/2\phi_F}\approx1-v_t/(4\phi_F)$. With $v_t=0.0259$ V this is a loss of 1.6\% of 0.666 V, or 11 mV. The numerical solution, which has holes but no electrons, gives 1.453 V, lower than (\ref{long}) by that amount. The electrons left out matter equally: at threshold their surface density is $N_a$, and in the same integral they add $v_t$ to the bracket. This cancels the loss from the holes, so with both carriers the value returns to 1.464 V.

\section{Averaging over the gate}

\textbf{Q.} Gauss's law holds at every point along the channel. If the ends need less gate charge than the middle, there is no single threshold voltage.

\textbf{A.} Correct, and the model settles this by a definition. Suppose the whole surface, of length $L$, sits at $2\phi_F$. The thin oxide then carries the same charge per area everywhere, $C_{ox}(V_G-V_{FB}-2\phi_F)$. The silicon does not ask for the same charge everywhere. Yau's model demands balance for the total. If $Q_G$ is the depletion charge, per unit device width, whose field lines end on the gate, then
\begin{equation}
C_{ox}L\,(V_T-V_{FB}-2\phi_F)=Q_G
\;\Longrightarrow\;
V_T(L)=V_{FB}+2\phi_F+\frac{Q_G}{C_{ox}L} .
\label{avg}
\end{equation}
At this voltage the gate supplies more than the depletion charge needs near the ends, and less than it needs in the middle. Keep that in mind, because it decides what the result can be used for.

\section{The trapezoid}

\textbf{Q.} How do you decide which acceptors belong to the source?

\textbf{A.} By geometry. Put the source corner at $x=0$, with the channel on the side $x>0$. The junction has depth $r_j$, and its edge is a quarter circle of radius $r_j$ centred at $x=-r_j$, $y=0$. Assume for now that its depletion layer is also $W_d$ thick. The edge of that layer is then an arc of radius $r_j+W_d$ about the same centre. It meets the bottom of the channel depletion layer, $y=W_d$, at some $x=\Delta$. The horizontal distance from the centre to this point is $r_j+\Delta$ and the vertical distance is $W_d$, so Pythagoras gives
\begin{align}
(r_j+\Delta)^2+W_d^2&=(r_j+W_d)^2=r_j^2+2r_jW_d+W_d^2,\\
(r_j+\Delta)^2&=r_j^2+2r_jW_d .
\end{align}
Since $r_j+\Delta$ is positive, we take the positive root:
\begin{equation}
\Delta=r_j\left(\sqrt{1+\frac{2W_d}{r_j}}-1\right).
\label{delta}
\end{equation}
Now draw a straight line from the corner $(0,0)$ to $(\Delta,W_d)$. Acceptors on the source side are assigned to the source, the others to the gate. The drain end is the mirror image.

\textbf{Q.} Why a straight line?

\textbf{A.} It is a postulate. Its end points are reasonable: the upper one is where the source meets the gated surface, and the lower one is where the two depletion edges meet. Between them the true dividing line follows the field, which the model does not calculate. We can test the whole construction afterwards.

\textbf{Q.} Then finish the sum, and show me where the factors of two go.

\textbf{A.} At depth $y$ each line has moved inward by $\Delta\,y/W_d$, so the gate's share has length $L-2\Delta\,y/W_d$. Its charge is
\begin{equation}
Q_G=qN_a\int_0^{W_d}\left(L-\frac{2\Delta}{W_d}y\right)dy
=qN_a\left(LW_d-\frac{2\Delta}{W_d}\frac{W_d^2}{2}\right)
=qN_aW_d(L-\Delta).
\end{equation}
The 2 from the two ends cancels the $\tfrac12$ from the triangular shape. Put this into (\ref{avg}) and subtract from (\ref{long}); $V_{FB}$ and $2\phi_F$ drop out:
\begin{equation}
V_T(\infty)-V_T(L)=\frac{qN_aW_d}{C_{ox}}\left[1-\frac{L-\Delta}{L}\right]
=\frac{qN_aW_d}{C_{ox}}\,\frac{r_j}{L}\left(\sqrt{1+\frac{2W_d}{r_j}}-1\right).
\label{yau}
\end{equation}
The right side is positive, so it is a reduction; the change in $V_T$ is its negative.

For $r_j=250$ nm and $L=1000$ nm, the root is 1.4659 and $\Delta=250\times0.4659=116.5$ nm. The trapezoid is 1000 nm long at the top and 767 nm at the bottom. The gate keeps $1-0.1165=0.8835$ of the charge, and the reduction is $0.6664\ \mathrm{V}\times0.1165=77.6$ mV.

\section{Limits}

\textbf{Q.} A deeper junction should take more charge. Without limit?

\textbf{A.} No. Differentiate (\ref{delta}), written as $\Delta=\sqrt{r_j^2+2r_jW_d}-r_j$, at fixed $W_d$:
\begin{equation}
\frac{d\Delta}{dr_j}=\frac{r_j+W_d}{\sqrt{r_j^2+2r_jW_d}}-1>0,
\end{equation}
because the square of the numerator exceeds that of the denominator by $W_d^2$. So $\Delta$ rises with $r_j$. For $r_j\gg W_d$, the expansion $\sqrt{1+2u}=1+u-u^2/2+\dots$ with $u=W_d/r_j$ gives $\Delta\approx W_d(1-W_d/2r_j)$, which tends to $W_d$: a vertical wall and a flat gate divide their common corner along the diagonal. For $r_j\ll W_d$, the term $2r_jW_d$ dominates under the root and $\Delta\approx\sqrt{2r_jW_d}$, which vanishes with the junction depth. In the example, going from $r_j=250$ to 100 nm with all else fixed lowers the reduction from 77.6 to 64.5 mV.

\textbf{Q.} And heavier doping? It makes $W_d$ smaller, so it should help.

\textbf{A.} It lowers the lost fraction $\Delta/L$, but there is more charge to lose. To see which wins, multiply and divide (\ref{delta}) by $\sqrt{1+2W_d/r_j}+1$. The numerator becomes $r_j(2W_d/r_j)=2W_d$, so
\begin{equation}
\Delta=\frac{2W_d}{1+\sqrt{1+2W_d/r_j}} .
\end{equation}
By (\ref{wd}), $qN_aW_d^2=2\varepsilon(2\phi_F)$. Equation (\ref{yau}) is therefore the same as
\begin{equation}
V_T(\infty)-V_T(L)=\frac{2\varepsilon\,(2\phi_F)}{C_{ox}L}\;\frac{2}{1+\sqrt{1+2W_d/r_j}} .
\label{compact}
\end{equation}
At fixed $r_j$, $L$ and $C_{ox}$, heavier doping shrinks $W_d$ and slightly raises $\phi_F$, so in this model the reduction in volts grows, though slowly. A thinner oxide lowers it in proportion to the thickness.

\textbf{Q.} What if the channel is so short that the two lines cross?

\textbf{A.} Then (\ref{yau}) no longer applies. It needs $L\ge2\Delta$, here 233 nm. For shorter channels the lines meet at depth $y_m=LW_d/(2\Delta)$, and the gate keeps a triangle of area $\tfrac12Ly_m$. Its fraction of the rectangle $LW_d$ is
\begin{equation}
\frac{L^2W_d/(4\Delta)}{LW_d}=\frac{L}{4\Delta} .
\end{equation}
At $L=2\Delta$ both expressions give one half, so they join. At $L=1.2\Delta$ the triangle gives 0.30, while the trapezoid expression $1-\Delta/L$ would give 0.17.

\section{The width of the junction layer}

\textbf{Q.} You gave the junction a depletion width $W_d$. But its built-in potential is larger than $2\phi_F$.

\textbf{A.} It is. With the source Fermi level at the conduction-band edge and a gap of 1.12 eV, $V_{bi}=\phi_F+E_g/2q=0.959$ V. Let the widths at source and drain be $W_S$ and $W_D$. The same triangle gives
\begin{equation}
(r_j+\Delta_S)^2+W_d^2=(r_j+W_S)^2
\;\Longrightarrow\;
\Delta_S=\sqrt{(r_j+W_S)^2-W_d^2}-r_j ,
\end{equation}
and likewise $\Delta_D$. Each end loses $qN_aW_d\Delta_{S,D}/2$, so $\Delta$ in the result is replaced by $(\Delta_S+\Delta_D)/2$.

A flat junction at 0.959 V would have a width of 157.5 nm, and the reduction would be 87.5 mV. The junction is curved, however. For a cylindrical layer reaching to $R=r_j+W_S$, Gauss's law equates $2\pi r\varepsilon E$ to $qN_a\pi(R^2-r^2)$, and the potential drop is
\begin{equation}
V_{bi}=\int_{r_j}^{R}\frac{qN_a}{2\varepsilon}\,\frac{R^2-r^2}{r}\,dr
=\frac{qN_a}{2\varepsilon}\left[R^2\ln\frac{R}{r_j}-\frac{R^2-r_j^2}{2}\right].
\end{equation}
Its solution is $W_S=145.5$ nm, close to $W_d=143.6$ nm, and the reduction becomes 79.0 mV. The larger potential and the curvature nearly cancel for these values; nothing here makes them cancel for others. A drain bias of 50 mV brings 79.0 to 80.2 mV, so ``low drain bias'' is a fair description of that case.

\section{What Poisson's equation says}

\textbf{Q.} You promised to test the construction.

\textbf{A.} Hold the surface and the source both at $2\phi_F$, the potential at which a flat layer has the width $W_d$, and solve Poisson's equation in two dimensions with Boltzmann holes and no electrons. The field at the surface then gives the gate's share directly. For $L=1000$ nm the missing charge, divided by $C_{ox}L$, is 59 mV on a 10 nm grid and 62 mV on a 5 nm grid. These grids draw the junction arc in steps, which makes the values low; with the arc placed exactly the result converges to about 65 mV, and including the electrons lowers it by about 2 mV more. The 65 mV is about 0.84 of Yau's 77.6 mV, so here the model gives the junctions too much. The straight line is not to blame: the true field line from the corner, followed down to $y=W_d$, would assign 78 mV to the junctions, almost the same as Yau's line. What the model misses is that near a junction the holes under the gate are pushed further down. This uncovers more acceptors. Those on the gate's side of the field line, about half of them below $W_d$ and half in the soft edge of the layer just above it, make the gate's loss smaller.

The trends survive. On the 10 nm grid, halving $L$ raises the value from 59.3 to 118.6 mV, which is the $1/L$ law, and reducing $r_j$ to 100 nm at $L=1000$ nm lowers it to 46.5 mV. Placing the arc exactly raises all three values by about 9\% and leaves the trends unchanged.

\textbf{Q.} So the transistor turns on some 65 mV earlier?

\textbf{A.} Not if turning on means that the barrier in mid-channel has come down. Put the source at $V_{bi}$, let the gate act through the oxide, and find the gate voltage at which the mid-channel surface reaches $2\phi_F$. Compared with a long channel, this voltage is lower by 0.47 mV at $L=1000$ nm and by 28 mV at 500 nm on the 10 nm grid; with the arc placed exactly the values are 0.50 and 30 mV. Either way the ratio is about 60, where charge sharing predicts 2. Electrons are still left out here, and they screen the junctions further. Including them cuts the reduction by roughly half at 1000 nm and by about a third at 500 nm, so the dependence on length becomes steeper still.

\textbf{Q.} Why such a different law?

\textbf{A.} Because the influence of a junction on the potential dies away exponentially along the channel. Let $\delta\psi$ be the small disturbance far from the source, at fixed gate voltage. The acceptor charge is unchanged, so $\nabla^2\delta\psi=0$. At the depletion edge both $\psi$ and $\psi'$ vanish, so a small movement of the edge changes $\psi$ there in second order only, and $\delta\psi(W_d)=0$ to first order. At the surface, with lateral field in the oxide neglected (it changes the two reductions above by only a few per cent), $C_{ox}(V_G-V_{FB}-\psi)=-\varepsilon\,\partial_y\psi$ gives $\partial_y\delta\psi=(C_{ox}/\varepsilon)\,\delta\psi$. Try
\begin{equation}
\delta\psi\propto e^{-x/\lambda}\sin\frac{W_d-y}{\lambda}.
\end{equation}
This satisfies Laplace's equation and the edge condition. The surface condition becomes
\begin{equation}
-\frac1\lambda\cos\frac{W_d}{\lambda}=\frac{C_{ox}}{\varepsilon}\sin\frac{W_d}{\lambda}
\;\Longrightarrow\;
\tan\frac{W_d}{\lambda}=-\frac{\varepsilon}{C_{ox}\lambda}.
\end{equation}
Here $\varepsilon/C_{ox}=(11.7/3.9)\times20=60$ nm. The slowest decay belongs to the smallest positive root, $W_d/\lambda=2.36$, so $\lambda=61$ nm. Mid-channel is $L/2$ from each junction. Going from $L=1000$ to 500 nm brings it 250 nm closer and multiplies the disturbance by $e^{250/61}\approx60$, in agreement with the solution without electrons.

The two results answer different questions. Equation (\ref{yau}) concerns charge averaged over the gate, and a loss confined to the ends still counts in an average, diluted as $1/L$. The barrier is a local quantity in the middle, which the ends affect only through the exponential tail. The current below threshold must pass the barrier, so (\ref{yau}) should not be used to predict it. The height of the barrier in mid-channel does not fix that current alone, though: the raised potential near the ends also shortens the barrier, which increases the current.

\section{Beside a real device}

\textbf{Q.} Is your example anything like a real transistor?

\textbf{A.} Its dimensions and doping are rough values typical of one-micrometre silicon CMOS. Within the charge-sharing model, the neglected effects are modest. At 358 K the 77.6 mV becomes roughly 70 mV, because $\phi_F$ falls; the choice of law for $n_i(T)$ shifts this by one or two millivolts. Quantum confinement lifts the lowest electron level by about 40 meV in a triangular well; adding all of that to $2\phi_F$ gives 81.2 mV. If degenerate filling raises both junction potentials by 50 mV, the curved-junction value goes from 79.0 to 81.5 mV. The oxide field at threshold, 0.33 MV/cm, is far below the roughly 10 MV/cm at which oxide breaks down, and the estimated tunnelling factor, below $10^{-80}$, is negligible. The peak junction field is 0.145 MV/cm, below the few tenths of a MV/cm at which silicon roughly begins to break down.

Real devices also break the assumption of uniform doping, since implants shape the profile under the gate. Equation (\ref{compact}) shows that the reduction depends only weakly on the level of a uniform doping. Doubling $N_a$ divides $W_d$ by about 1.4, which raises the last factor by 5\%, and it raises $2\phi_F$ by $2v_t\ln2=36$ mV, or 4.5\%. Together the reduction grows by just under 10\%. It does not size the effect of a graded profile. A drain at its full operating voltage lies outside the derivation as well, because the surface near the drain then rises far above the $2\phi_F$ assumed along the whole channel. The largest change found here comes from the meaning of threshold: at $L=1000$ nm, about 78 mV by Yau's averaged charge, about 65 mV by the same average with the field solved, and half a millivolt or less by the mid-channel barrier.

\section*{Numbers as computed}
\begin{verbatim}
Acceptor density Na: 5.0e+16 cm^-3
Intrinsic density at 300 K (rough): 1.0e+10 cm^-3
Temperature: 300 K
Silicon gap (rough): 1.12 eV
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Oxide thickness: 20.0 nm
Junction depth rj: 250.0 nm
Channel length L: 1000.0 nm
Surface potential 2phiF: 0.7975 V
Depletion depth Wd: 143.62 nm
Cox: 0.1727 uF/cm2
Depletion charge q Na Wd: 0.1151 uC/cm2
q Na Wd/Cox: 0.6664 V
sqrt(1+2Wd/rj): 1.4659
Inset Delta: 116.48 nm
Base of trapezoid L-2Delta: 767.03 nm
Shortest valid length 2Delta: 232.97 nm
Gate-controlled charge fraction: 0.8835
Yau reduction, L=1000 nm: 77.62 mV
Yau reduction, L=500 nm: 155.24 mV
Yau reduction, rj=100 nm, L=1000 nm: 64.49 mV
Strip-sum charge fraction at L=1.2 Delta: 0.3000
Long-channel VT-VFB, formula: 1.4639 V
Long-channel VT-VFB, Poisson: 1.4531 V
2D shared charge, L=1000 nm, 10 nm grid: 59.29 mV
2D shared charge, L=1000 nm, 5 nm grid: 61.75 mV
2D shared charge, L=500 nm, 10 nm grid: 118.61 mV
2D shared charge, rj=100 nm, 10 nm grid: 46.51 mV
2D shared charge (5 nm grid)/Yau: 0.796
2D barrier reduction, L=1000 nm: 0.4707 mV
2D barrier reduction, L=500 nm: 28.008 mV
Built-in potential: 0.9588 V
Junction width, planar: 157.47 nm
Junction width, cylindrical: 145.52 nm
Reduction, planar built-in width: 87.51 mV
Reduction, cylindrical width: 78.98 mV
Same with 50 mV on drain: 80.24 mV
Same with both junctions 50 mV higher: 81.49 mV
Yau reduction at 358 K: 70.53 mV
Surface field in silicon: 0.1111 MV/cm
Lowest level, triangular well: 40.0 meV
Yau reduction with 2phiF raised by level: 81.20 mV
Oxide field at threshold: 0.333 MV/cm
Oxide barrier (rough): 3.1 eV
Oxide tunnelling mass (rough): 0.4 electron masses
log10 of oxide tunnelling factor: -88
Peak junction field, cylindrical: 0.145 MV/cm
\end{verbatim}
